**Lorentz-Lorenz polarizability of liquid octamethylcyclotetrasiloxane**

The program evaluates $\alpha'=\dfrac{3}{4\pi N}\dfrac{n^2-1}{n^2+2}$, where $\alpha'$ is the polarizability volume, $N$ the number density of molecules and $n$ the refractive index. For $n=1.396$ and a density of 0.956 g/cm³ it prints 29.55 Å³. It asserts that the Lorentz field factor $4\pi/3$ (Gaussian units) follows both from the wall charge of a spherical cavity and from a direct sum over a cubic dipole lattice. Coupled-dipole equations for that lattice, solved with the extracted polarizability, must return the original index, and they give 1.39600. For a melted hard-sphere fluid the program asserts that the relation overestimates the polarizability put in, by less than 10 % on average; the output shows 0.80 %. The error-propagation formula is compared with finite differences, and the oscillator formula for dispersion with a numerical solution of the equation of motion. The packing fraction, thermal expansion coefficient and oscillator energy are rough model inputs.

## Verification by program

```python
# Result under test: the Lorentz-Lorenz relation
#   alpha = 3/(4 pi N) * (n^2 - 1)/(n^2 + 2)
# alpha: polarizability volume (angstrom^3), N: molecules per angstrom^3,
# n: refractive index. Example: liquid octamethylcyclotetrasiloxane.
# Dipole calculations use Gaussian units, so the Lorentz field is 4 pi P/3.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import erfc

pi = np.pi
index = 1.396
density = 0.956                     # g/cm^3
atomic_mass = {"C": 12.011, "H": 1.008, "O": 15.999, "Si": 28.085}
formula = {"C": 8, "H": 24, "O": 4, "Si": 4}
molar_mass = sum(formula[s] * atomic_mass[s] for s in formula)


def polarizability_volume(n, rho):
    number_density = rho * const.N_A / molar_mass * 1e-24
    return 3 / (4 * pi * number_density) * (n**2 - 1) / (n**2 + 2)


number_density = density * const.N_A / molar_mass * 1e-24
volume = 1 / number_density
molar_volume = molar_mass / density
ratio = (index**2 - 1) / (index**2 + 2)
alpha = polarizability_volume(index, density)
molar_refraction = molar_volume * ratio
alpha_si = 4 * pi * const.epsilon_0 * alpha * 1e-30
alpha_no_local = (index**2 - 1) * volume / (4 * pi)
assert abs(alpha - 29.6) < 0.1

# Field inside a spherical cavity, integrated from its wall charge.
cos_t, weight = np.polynomial.legendre.leggauss(80)
phi = np.arange(160) * 2 * pi / 160
ct, ph = np.meshgrid(cos_t, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
wall = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1)
separation = np.array([0.2, 0.1, 0.3]) - wall
distance = np.linalg.norm(separation, axis=-1)
area = weight[:, None] * (2 * pi / 160)
cavity_field = np.sum((-ct * area / distance**3)[..., None] * separation,
                      axis=(0, 1))
assert np.allclose(cavity_field, [0, 0, 4 * pi / 3], atol=1e-8)

# Direct sum over infinite planes of a cubic lattice, dipoles in the planes.
# The part outside the summation circle is replaced by its integral.
radius = 300
grid = np.arange(-radius, radius + 1)
rho2 = (grid[:, None]**2 + grid[None, :]**2).astype(float)
plane_sum = 0.0
for z in range(-4, 5):
    use = (rho2 <= radius**2) & (rho2 + z * z > 0)
    s2 = rho2[use]
    plane_sum += np.sum((0.5 * s2 - z * z) / (s2 + z * z)**2.5)
    plane_sum += pi * radius**2 / (radius**2 + z * z)**1.5
assert abs(plane_sum - 4 * pi / 3) < 1e-3


def dipole_tensor(pos, box):
    """Periodic Ewald dipole tensor; the macroscopic field is kept apart."""
    count = len(pos)
    eta = 8 / box
    d = pos[:, None] - pos[None]
    d -= box * np.rint(d / box)
    r2 = np.sum(d**2, axis=-1)
    np.fill_diagonal(r2, 1.0)
    r = np.sqrt(r2)
    gauss = 2 * eta / np.sqrt(pi) * np.exp(-eta**2 * r2)
    b = erfc(eta * r) / r**3 + gauss / r2
    c = 3 * erfc(eta * r) / r**5 + gauss * (2 * eta**2 + 3 / r2) / r2
    np.fill_diagonal(b, 0.0)
    np.fill_diagonal(c, 0.0)
    tensor = c[..., None, None] * d[..., :, None] * d[..., None, :]
    tensor -= b[..., None, None] * np.eye(3)
    m = np.arange(-10, 11)
    m = np.stack(np.meshgrid(m, m, m, indexing="ij"), -1).reshape(-1, 3)
    half = m @ np.array([10000, 100, 1]) > 0
    m = m[half & (np.sum(m**2, axis=1) <= 100)]
    k = 2 * pi * m / box
    k2 = np.sum(k**2, axis=1)
    w = 2 * 4 * pi / box**3 * np.exp(-k2 / (4 * eta**2)) / k2
    phase = pos @ k.T
    co, si = np.cos(phase), np.sin(phase)
    for a in range(3):
        for e in range(a, 3):
            wk = w * k[:, a] * k[:, e]
            part = (co * wk) @ co.T + (si * wk) @ si.T
            tensor[:, :, a, e] -= part
            if e != a:
                tensor[:, :, e, a] -= part
    own = np.arange(count)
    tensor[own, own] += 4 * eta**3 / (3 * np.sqrt(pi)) * np.eye(3)
    return tensor.transpose(0, 2, 1, 3).reshape(3 * count, 3 * count)


def solve_medium(pos, box):
    """Permittivity and mean local-field factor from coupled dipoles."""
    count = len(pos)
    tensor = dipole_tensor(pos, box)
    uniform = np.tile(np.eye(3), (count, 1))
    dipoles = np.linalg.solve(np.eye(3 * count) / alpha - tensor, uniform)
    chi = np.trace(uniform.T @ dipoles) / (3 * box**3)
    equal_dipole_field = np.trace(uniform.T @ tensor @ uniform) / (3 * count)
    factor = equal_dipole_field * box**3 / count
    return 1 + 4 * pi * chi, factor


# Cubic lattice with the liquid's number density.
side = 6
count = side**3
box = (count * volume)**(1 / 3)
sites = np.arange(side) * box / side
positions = np.stack(np.meshgrid(sites, sites, sites, indexing="ij"),
                     -1).reshape(-1, 3)
eps_lattice, factor_lattice = solve_medium(positions, box)
index_lattice = np.sqrt(eps_lattice)
assert abs(index_lattice - index) < 1e-4
assert abs(factor_lattice - 4 * pi / 3) < 1e-3

# Melt the lattice into a hard-sphere fluid by Monte Carlo moves.
packing = 0.40
diameter = (6 * packing * volume / pi)**(1 / 3)
rng = np.random.default_rng(7)


def run_sweeps(pos, sweeps):
    for _ in range(sweeps):
        steps = rng.uniform(-0.15, 0.15, (count, 3)) * diameter
        for i in range(count):
            trial = pos[i] + steps[i]
            d = pos - trial
            d -= box * np.rint(d / box)
            r2 = np.einsum("ij,ij->i", d, d)
            r2[i] = np.inf
            if r2.min() > diameter**2:
                pos[i] = trial


run_sweeps(positions, 500)
eps_samples, factors, orders = [], [], []
for _ in range(5):
    run_sweeps(positions, 50)
    wave = np.exp(2j * pi * side * positions / box)
    orders.append(np.mean(np.abs(wave.mean(axis=0))**2))
    eps, factor = solve_medium(positions, box)
    eps_samples.append(eps)
    factors.append(factor)
assert max(orders) < 0.1            # lattice order has gone
assert np.allclose(factors, 4 * pi / 3, atol=1e-3)
index_samples = np.sqrt(eps_samples)
apparent = np.array([polarizability_volume(n, density)
                     for n in index_samples])
bias = apparent / alpha - 1
assert np.all(bias > 0) and bias.mean() < 0.1

# Error propagation, checked by finite differences.
slope_n = 6 * index / ((index**2 - 1) * (index**2 + 2))
h = 1e-5
fd_n = (polarizability_volume(index + h, density)
        - polarizability_volume(index - h, density)) / (2 * h * alpha)
fd_rho = (polarizability_volume(index, density + h)
          - polarizability_volume(index, density - h)) / (2 * h * alpha)
assert abs(fd_n / slope_n - 1) < 1e-6
assert abs(fd_rho * density + 1) < 1e-6
last_digit = 0.0005
error_n = alpha * slope_n * last_digit
error_rho = alpha * last_digit / density
expansion, mismatch = 1e-3, 5.0
error_temperature = alpha * expansion * mismatch

# Dispersion of one oscillator, checked by integrating its motion from rest.
wavelength = 589.0
photon = const.h * const.c / (wavelength * 1e-9 * const.e)
oscillator = 10.0
static_ratio = 1 - (photon / oscillator)**2
times = np.linspace(0, 12, 600)
motion = solve_ivp(
    lambda t, y: [y[1], np.cos(photon * t) - oscillator**2 * y[0]],
    (0, 12), [0, 0], t_eval=times, rtol=1e-9, atol=1e-12)
basis = np.stack([np.cos(photon * times), np.cos(oscillator * times)], 1)
amplitude = np.linalg.lstsq(basis, motion.y[0], rcond=None)[0][0]
static_amplitude = 1 / oscillator**2
assert abs(static_amplitude / amplitude - static_ratio) < 1e-5
alpha_static = alpha * static_ratio

print(f"refractive index: {index:.3f}")
print(f"density: {density:.3f} g/cm^3")
for symbol in formula:
    print(f"atomic mass {symbol}: {atomic_mass[symbol]:.3f} g/mol")
print(f"molar mass: {molar_mass:.3f} g/mol")
print(f"molar volume: {molar_volume:.2f} cm^3/mol")
print(f"Avogadro constant: {const.N_A:.6e} 1/mol")
print(f"number density: {number_density * 1e24:.4e} 1/cm^3")
print(f"volume per molecule: {volume:.2f} angstrom^3")
print(f"n squared: {index**2:.6f}")
print(f"(n^2-1)/(n^2+2): {ratio:.6f}")
print(f"molar refraction: {molar_refraction:.2f} cm^3/mol")
print(f"polarizability volume: {alpha:.2f} angstrom^3")
print(f"SI polarizability: {alpha_si:.3e} C m^2/V")
print(f"value without local field: {alpha_no_local:.2f} angstrom^3")
print(f"excess without local field: {100*(alpha_no_local/alpha-1):.1f} %")
print(f"cavity field / P, Gaussian: {cavity_field[2]:.6f}")
print(f"plane-sum field / P, Gaussian: {plane_sum:.6f}")
print(f"4 pi/3: {4 * pi / 3:.6f}")
print(f"index of cubic dipole lattice: {index_lattice:.5f}")
print(f"molecules in periodic cell: {count}")
print(f"rough packing fraction: {packing:.2f}")
print(f"hard-sphere diameter: {diameter:.2f} angstrom")
print(f"fluid samples: {len(bias)}")
print(f"mean field factor in fluid: {np.mean(factors):.5f}")
print(f"mean index of dipole fluid: {index_samples.mean():.4f}")
print(f"fluid bias of extracted value: {100 * bias.mean():.2f} %")
print(f"sample spread of bias: {100 * bias.std(ddof=1):.2f} %")
print(f"fluid bias in volume: {alpha * bias.mean():.2f} angstrom^3")
print(f"relative slope with n: {slope_n:.4f}")
print(f"half last digit of n and density: {last_digit:.4f}")
print(f"error from index rounding: {error_n:.3f} angstrom^3")
print(f"error from density rounding: {error_rho:.3f} angstrom^3")
print(f"rough thermal expansion: {expansion:.4f} 1/K")
print(f"temperature mismatch: {mismatch:.1f} K")
print(f"error from mismatch: {error_temperature:.2f} angstrom^3")
print(f"rough wavelength: {wavelength:.0f} nm")
print(f"photon energy: {photon:.3f} eV")
print(f"rough oscillator energy: {oscillator:.1f} eV")
print(f"static/optical polarizability: {static_ratio:.4f}")
print(f"estimated static value: {alpha_static:.2f} angstrom^3")
print("tests ok")
```

Running it gives:

```
refractive index: 1.396
density: 0.956 g/cm^3
atomic mass C: 12.011 g/mol
atomic mass H: 1.008 g/mol
atomic mass O: 15.999 g/mol
atomic mass Si: 28.085 g/mol
molar mass: 296.616 g/mol
molar volume: 310.27 cm^3/mol
Avogadro constant: 6.022141e+23 1/mol
number density: 1.9409e+21 1/cm^3
volume per molecule: 515.21 angstrom^3
n squared: 1.948816
(n^2-1)/(n^2+2): 0.240279
molar refraction: 74.55 cm^3/mol
polarizability volume: 29.55 angstrom^3
SI polarizability: 3.288e-39 C m^2/V
value without local field: 38.90 angstrom^3
excess without local field: 31.6 %
cavity field / P, Gaussian: 4.188790
plane-sum field / P, Gaussian: 4.188782
4 pi/3: 4.188790
index of cubic dipole lattice: 1.39600
molecules in periodic cell: 216
rough packing fraction: 0.40
hard-sphere diameter: 7.33 angstrom
fluid samples: 5
mean field factor in fluid: 4.18879
mean index of dipole fluid: 1.3996
fluid bias of extracted value: 0.80 %
sample spread of bias: 0.06 %
fluid bias in volume: 0.24 angstrom^3
relative slope with n: 2.2356
half last digit of n and density: 0.0005
error from index rounding: 0.033 angstrom^3
error from density rounding: 0.015 angstrom^3
rough thermal expansion: 0.0010 1/K
temperature mismatch: 5.0 K
error from mismatch: 0.15 angstrom^3
rough wavelength: 589 nm
photon energy: 2.105 eV
rough oscillator energy: 10.0 eV
static/optical polarizability: 0.9557
estimated static value: 28.24 angstrom^3
tests ok
```
